# Telling a quartet from a doublet and triplet by transition-selective nutation: verification in Python

```python
# Result under test: a pulse resonant with only the m <-> m+1 transition of a
# spin S nutates that pair at nu1*sqrt(S(S+1)-m(m+1)), for nu1 << |D| << nu0.
# nu0: Zeeman frequency; D: axial zero-field parameter; nu1 = g muB B1/h, with
# B1 one rotating component of the linear microwave field. Frequencies in MHz,
# times in microseconds. Spin matrices are built from 2S spins one-half.
import numpy as np
from scipy import constants as const


def spin_matrices(S):
    """Project total Sx of 2S spins one-half on their symmetric states."""
    n = int(round(2 * S))
    size = 2 ** n
    total_x = np.zeros((size, size))
    symmetric = np.zeros((size, n + 1))
    for state in range(size):
        symmetric[state, bin(state).count("1")] = 1.0
        for bit in range(n):
            total_x[state, state ^ (1 << bit)] += 0.5
    symmetric /= np.linalg.norm(symmetric, axis=0)
    return symmetric.T @ total_x @ symmetric, np.diag(S - np.arange(n + 1.0))


def pair_indices(S, m):
    return int(round(S - m - 1)), int(round(S - m))


def law(S, m):
    return np.sqrt(S * (S + 1) - m * (m + 1))


def rotating_hamiltonian(S, m, D, nu1):
    Sx, Sz = spin_matrices(S)
    return D * Sz @ Sz - D * (2 * m + 1) * Sz + nu1 * Sx


def pair_polarization_operator(S, m):
    up, low = pair_indices(S, m)
    operator = np.zeros((int(2 * S + 1),) * 2)
    operator[up, up], operator[low, low] = 1.0, -1.0
    return operator


def dominant_frequency(S, m, D, nu1):
    """Strongest oscillating component of the pair polarization."""
    energy, vec = np.linalg.eigh(rotating_hamiltonian(S, m, D, nu1))
    start = vec.T @ spin_matrices(S)[1] @ vec
    observed = vec.T @ pair_polarization_operator(S, m) @ vec
    amplitude = np.abs(start * observed.T)
    np.fill_diagonal(amplitude, 0.0)
    a, b = np.unravel_index(np.argmax(amplitude), amplitude.shape)
    return abs(energy[a] - energy[b])


def lab_frame_frequency(S, m, nu0, D, nu1, steps=400):
    """Nutation frequency from the one-period lab-frame propagator."""
    Sx, Sz = spin_matrices(S)
    carrier = nu0 + D * (2 * m + 1)
    period = 1 / carrier
    dt = period / steps
    propagator = np.eye(len(Sz), dtype=complex)
    for step in range(steps):
        field = 2 * nu1 * np.cos(2 * np.pi * (step + 0.5) / steps)
        energy, vec = np.linalg.eigh(nu0 * Sz + D * Sz @ Sz + field * Sx)
        phase = np.exp(-2j * np.pi * energy * dt)
        propagator = (vec * phase) @ vec.T @ propagator
    values, vectors = np.linalg.eig(propagator)
    weight = np.sum(np.abs(vectors[list(pair_indices(S, m))]) ** 2, axis=0)
    a, b = np.argsort(weight)[-2:]
    angle = abs(np.angle(values[a] * np.conj(values[b])))
    return angle / (2 * np.pi * period)


nu0, D, nu1 = 9500.0, 500.0, 5.0
cases = [("doublet", 0.5, -0.5), ("triplet", 1.0, 0.0),
         ("quartet outer", 1.5, 0.5), ("quartet inner", 1.5, -0.5)]

# The projected matrices obey the angular-momentum algebra.
for S in (0.5, 1.0, 1.5, 2.0, 2.5, 3.0):
    Sx, Sz = spin_matrices(S)
    Sy = -1j * (Sz @ Sx - Sx @ Sz)
    assert np.allclose(Sx @ Sy - Sy @ Sx, 1j * Sz)
    assert np.allclose(Sx @ Sx + Sy @ Sy + Sz @ Sz,
                       S * (S + 1) * np.eye(len(Sz)))

g = abs(const.physical_constants["electron g factor"][0])
muB = const.physical_constants["Bohr magneton"][0]
B1 = const.h * nu1 * 1e6 / (g * muB)
print(f"Zeeman frequency nu0 = {nu0:.0f} MHz")
print(f"zero-field parameter D = {D:.0f} MHz")
print(f"drive nu1 = {nu1:.1f} MHz, ratio nu1/D = {nu1/D:.3f}")
print(f"free-electron g = {g:.5f}, B1 = {B1*1e3:.4f} mT")

# Full oscillating field against the square-root law.
reference = lab_frame_frequency(0.5, -0.5, nu0, 0.0, nu1)
for name, S, m in cases:
    splitting = 0.0 if S == 0.5 else D
    frequency = lab_frame_frequency(S, m, nu0, splitting, nu1)
    assert abs(frequency / (nu1 * law(S, m)) - 1) < 1e-3
    r_squared = (frequency / reference) ** 2
    assert abs(r_squared - law(S, m) ** 2) < 5e-3
    print(f"{name}: line at {nu0 + splitting*(2*m+1):.0f} MHz")
    print(f"  nutation {frequency:.3f} MHz, r = {frequency/reference:.4f}, "
          f"r^2 = {r_squared:.3f}")
    print(f"  inversion time = {500/frequency:.2f} ns")

# The whole pair-polarization trace follows a cosine, from thermal populations
# and from an arbitrary population pattern.
times = np.linspace(0, 0.4, 401)
largest = 0.0
for name, S, m in cases:
    energy, vec = np.linalg.eigh(rotating_hamiltonian(S, m, D, nu1))
    operator = vec.T @ pair_polarization_operator(S, m) @ vec
    patterns = [np.diag(spin_matrices(S)[1]),
                np.array([0.7, 0.1, 0.2, 0.0])[:len(energy)]]
    for populations in patterns:
        start = vec.T @ np.diag(populations) @ vec
        gaps = energy[:, None] - energy[None, :]
        trace = np.array([np.sum(start * operator.T
                          * np.cos(2 * np.pi * gaps * t)) for t in times])
        expected = np.cos(2 * np.pi * nu1 * law(S, m) * times)
        largest = max(largest, np.max(np.abs(trace / trace[0] - expected)))
assert largest < 5e-3
print(f"largest departure of traces from cosine = {largest:.1e}")

# Leading loss of selectivity, for all transitions up to S = 5/2.
x_small = 0.02
for S in (1.0, 1.5, 2.0, 2.5):
    for m in np.arange(-S, S):
        v2 = law(S, m) ** 2 / 4
        a2 = law(S, m + 1) ** 2 / 4
        b2 = law(S, m - 1) ** 2 / 4
        predicted = x_small**2 * ((a2-b2)**2/(32*v2) - (a2+b2)/8)
        found = dominant_frequency(S, m, 1.0, x_small)
        found = found / (x_small * law(S, m)) - 1
        assert abs(found - predicted) < 0.02 * abs(predicted)
for S, m, coefficient in ((1.0, 0.0, -3/64), (1.5, 0.5, -1/12),
                          (1.5, -0.5, -3/16)):
    found = dominant_frequency(S, m, 1.0, x_small) / (x_small*law(S, m)) - 1
    assert abs(found / x_small**2 - coefficient) < 0.02 * abs(coefficient)
    print(f"S={S}, m={m}: (relative shift)/(nu1/D)^2 = "
          f"{found/x_small**2:.4f}")

# Closed form for the inner quartet line, for both signs of D.
for x in (0.01, 0.1, 0.3):
    closed = x + np.sqrt(1 + x + x*x) - np.sqrt(1 - x + x*x)
    for sign in (1.0, -1.0):
        found = dominant_frequency(1.5, -0.5, sign, x)
        assert abs(found - closed) < 1e-10
    print(f"inner quartet at nu1/D = {x:.2f}: r = {found/x:.5f}")

# Nonselective drive: every spin returns to the doublet frequency.
for name, S, m in cases:
    ratio = dominant_frequency(S, m, 1e-3, 1.0)
    assert abs(ratio - 1) < 3e-3
    print(f"{name}, D/nu1 = 0.001: r = {ratio:.3f}")

# Which transitions share r^2 = 1, 2, 3, 4? Larger S has r^2 >= 2S > 4.
owners = {1: set(), 2: set(), 3: set(), 4: set()}
for S in (0.5, 1.0, 1.5, 2.0, 2.5, 3.0):
    Sx = spin_matrices(S)[0]
    for value in np.diag(Sx, 1):
        key = int(round(4 * value**2))
        assert abs(4 * value**2 - key) < 1e-10
        if key in owners:
            owners[key].add(S)
assert owners == {1: {0.5}, 2: {1.0}, 3: {1.5}, 4: {1.5, 2.0}}
for key in owners:
    print(f"r^2 = {key}: possible S = {sorted(owners[key])}")

# Tilted zero-field axis: secular coefficient and full transition moments.
theta = np.pi / 4
d = D * (3 * np.cos(theta)**2 - 1) / 2
worst = 0.0
for S in (1.0, 1.5):
    Sx, Sz = spin_matrices(S)
    along_axis = np.cos(theta) * Sz + np.sin(theta) * Sx
    tensor = D * (along_axis @ along_axis - S*(S+1)/3*np.eye(len(Sz)))
    m_values = np.diag(Sz)
    assert np.allclose(np.diag(tensor), d * (m_values**2 - S*(S+1)/3))
    energy, vec = np.linalg.eigh(nu0 * Sz + tensor)
    moments = 2 * np.abs(np.diag(vec.T @ Sx @ vec, 1))
    expected = np.array([law(S, m) for m in np.arange(-S, S)])
    worst = max(worst, np.max(np.abs(moments / expected - 1)))
assert worst < D / nu0
print(f"axis tilt = {np.degrees(theta):.0f} degrees: d = {d:.1f} MHz")
print(f"  largest relative change of r = {100*worst:.2f} percent")
magic = np.degrees(np.arccos(1 / np.sqrt(3)))
print(f"magic angle = {magic:.2f} degrees")

# Powder orientations with weak effective splitting.
threshold = 3 * nu1 / D
fraction = np.sqrt((1+2*threshold)/3) - np.sqrt((1-2*threshold)/3)
cosines = (np.arange(200000) + 0.5) / 200000
counted = np.mean(np.abs(3*cosines**2 - 1) / 2 < threshold)
assert abs(counted - fraction) < 2e-5
print(f"powder fraction with |d| < {3*nu1:.0f} MHz = "
      f"{100*fraction:.2f} percent")
print("done: every assertion held")
```

Running it gives:

```
Zeeman frequency nu0 = 9500 MHz
zero-field parameter D = 500 MHz
drive nu1 = 5.0 MHz, ratio nu1/D = 0.010
free-electron g = 2.00232, B1 = 0.1784 mT
doublet: line at 9500 MHz
  nutation 5.000 MHz, r = 1.0000, r^2 = 1.000
  inversion time = 100.00 ns
triplet: line at 10000 MHz
  nutation 7.071 MHz, r = 1.4142, r^2 = 2.000
  inversion time = 70.71 ns
quartet outer: line at 10500 MHz
  nutation 8.660 MHz, r = 1.7320, r^2 = 3.000
  inversion time = 57.74 ns
quartet inner: line at 9500 MHz
  nutation 10.000 MHz, r = 2.0000, r^2 = 4.000
  inversion time = 50.00 ns
largest departure of traces from cosine = 7.7e-04
S=1.0, m=0.0: (relative shift)/(nu1/D)^2 = -0.0469
S=1.5, m=0.5: (relative shift)/(nu1/D)^2 = -0.0833
S=1.5, m=-0.5: (relative shift)/(nu1/D)^2 = -0.1875
inner quartet at nu1/D = 0.01: r = 1.99996
inner quartet at nu1/D = 0.10: r = 1.99626
inner quartet at nu1/D = 0.30: r = 1.96721
doublet, D/nu1 = 0.001: r = 1.000
triplet, D/nu1 = 0.001: r = 1.001
quartet outer, D/nu1 = 0.001: r = 1.000
quartet inner, D/nu1 = 0.001: r = 1.001
r^2 = 1: possible S = [0.5]
r^2 = 2: possible S = [1.0]
r^2 = 3: possible S = [1.5]
r^2 = 4: possible S = [1.5, 2.0]
axis tilt = 45 degrees: d = 125.0 MHz
  largest relative change of r = 1.75 percent
magic angle = 54.74 degrees
powder fraction with |d| < 15 MHz = 3.47 percent
done: every assertion held
```
